# Ultrasoft augmentation: the generalized eigenproblem and its screened nonlocal coefficients: a program that tests the result

```python
"""Ultrasoft generalized eigenproblem H psi = e S psi, tested on the Ni 3d shell.

Result under test:
  S = 1 + sum_ij q_ij |beta_i><beta_j|,      q_ij = integral of Q_ij
  H = T + V_eff + sum_ij D_ij |beta_i><beta_j|,
  D_ij = D0_ij + integral of V_eff Q_ij
follow from making the total energy stationary at fixed <psi|S|psi> = 1.
  beta_i : projectors, zero beyond the cutoff radius
  Q_ij   : all-electron minus smooth product of reference waves i and j
  D0_ij  : bare coefficients;  V_eff : local + Hartree + exchange potential
Model: spherical, spin-unpolarized, exchange-only LDA atom in a hard sphere.
Hartree atomic units. A radial function u(r) is stored as sqrt(weight)*u at
the grid points, so integrals are dot products; a 'charge' is the electron
number carried by each grid point.
"""
from math import perm
from types import SimpleNamespace
import numpy as np
from numpy.polynomial.legendre import Legendre
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize

EV = physical_constants["Hartree energy in eV"][0]
Z = 28
OCCUPATIONS = (np.array([2., 2., 2., 2.]), np.array([6., 6.]), np.array([8.]))
N_D = 8.0

# ---- radial grid: Gauss-Lobatto spectral elements ----
order = 12
edges = np.array([0, 0.08, 0.2, 0.4, 0.7, 1.0, 1.4, 1.7, 2.0,
                  2.6, 3.5, 5.0, 7.0, 9.5, 12.0])
P = Legendre.basis(order)
x = np.concatenate(([-1.0], np.sort(np.real(P.deriv().roots())), [1.0]))
wx = 2 / (order * (order + 1) * P(x)**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
D1 = P(x)[:, None] / P(x)[None, :] / gap
np.fill_diagonal(D1, 0.0)
D1[0, 0], D1[-1, -1] = -order * (order + 1) / 4, order * (order + 1) / 4

size = (len(edges) - 1) * order + 1
r, w, K = np.zeros(size), np.zeros(size), np.zeros((size, size))
for e in range(len(edges) - 1):
    h = (edges[e + 1] - edges[e]) / 2
    s = slice(e * order, (e + 1) * order + 1)
    r[s] = edges[e] + h * (x + 1)
    w[s] += h * wx
    K[s, s] += D1.T @ (wx[:, None] * D1) / h
r, w, K = r[1:-1], w[1:-1], K[1:-1, 1:-1]
root_w = np.sqrt(w)
kinetic = 0.5 * K / np.outer(root_w, root_w)
coulomb = np.linalg.inv(K) / np.outer(r, r) + 1 / edges[-1]
coulomb = 0.5 * (coulomb + coulomb.T)


def radial_hamiltonian(l, potential):
    return kinetic + np.diag(l * (l + 1) / (2 * r**2) + potential)


def hartree_exchange(charge):
    """Potential and energy of Hartree plus LDA exchange."""
    root = np.cbrt(3 * charge / (4 * np.pi * r**2 * w) / np.pi)
    hartree = coulomb @ charge
    return hartree - root, 0.5 * charge @ hartree - 0.75 * charge @ root


# Coulomb solver against the analytic potential of a hydrogen 1s density
exact = 1 / r - (1 + 1 / r) * np.exp(-2 * r)
assert np.max(abs(coulomb @ (w * 4 * r**2 * np.exp(-2 * r)) - exact)) < 1e-6


# ---- all-electron atom ----
def solve_atom(potential):
    states = [eigh(radial_hamiltonian(l, potential)) for l in range(3)]
    charge = sum((c[:, :len(f)]**2) @ f for (_, c), f in zip(states, OCCUPATIONS))
    return states, charge


V_ae = -(1 + (Z - 1) / (1 + 1.84 * r)**2) / r
for _ in range(400):
    states, charge = solve_atom(V_ae)
    change = -Z / r + hartree_exchange(charge)[0] - V_ae
    if np.max(abs(change)) < 1e-7:
        break
    V_ae = V_ae + 0.25 * change
else:
    raise AssertionError("all-electron atom not converged")
T_atom = sum(f[k] * c[:, k] @ radial_hamiltonian(l, 0 * r) @ c[:, k]
             for l, ((_, c), f) in enumerate(zip(states, OCCUPATIONS))
             for k in range(len(f)))
E_atom = T_atom - Z * np.sum(charge / r) + hartree_exchange(charge)[1]
assert abs(E_atom / T_atom + 1) < 1e-6          # virial theorem

eps = states[2][0][:2]                          # two lowest d levels
waves = states[2][1][:, :2]
charge_3d = waves[:, 0]**2
frozen = charge - N_D * charge_3d


# ---- ultrasoft dataset ----
def smooth_inside(values, powers, cutoff):
    """Replace values inside the cutoff by a polynomial joined smoothly."""
    e = int(np.searchsorted(edges, cutoff)) - 1
    derivative = D1 * 2 / (edges[e + 1] - edges[e])
    column = values[e * order - 1:(e + 1) * order]
    matrix, target = [], []
    for d in range(len(powers)):
        matrix.append([perm(p, d) * cutoff**(p - d) for p in powers])
        target.append(column[-1])
        column = derivative @ column
    coefficients = np.linalg.solve(np.array(matrix), np.array(target))
    inner = sum(c * r**p for c, p in zip(coefficients, powers))
    return np.where(r < cutoff - 1e-9, inner, values)


def build(cutoff):
    d = SimpleNamespace(cutoff=cutoff)
    d.V_loc = smooth_inside(V_ae, (0, 2), cutoff)
    d.smooth = np.column_stack([
        root_w * smooth_inside(waves[:, i] / root_w, (3, 5, 7), cutoff)
        for i in range(2)])
    d.chi = d.smooth * eps - radial_hamiltonian(2, d.V_loc) @ d.smooth
    d.B = d.smooth.T @ d.chi
    d.beta = d.chi @ np.linalg.inv(d.B)
    d.Q = (np.einsum("ki,kj->kij", waves, waves)
           - np.einsum("ki,kj->kij", d.smooth, d.smooth))
    d.q = d.Q.sum(axis=0)
    d.D_ref = d.B + d.q * eps[None, :]
    d.S = np.eye(len(r)) + d.beta @ d.q @ d.beta.T
    d.S_min = np.linalg.eigvalsh(d.S)[0]
    return d


print("Ni atom 3d8 4s2, exchange-only LDA, sphere radius %.1f bohr" % edges[-1])
print("all-electron total energy        %.5f Ha" % E_atom)
print("virial ratio E/T                 %.8f" % (E_atom / T_atom))
print("reference d levels               %.6f  %.6f Ha" % tuple(eps))
print("cutoff(bohr)  q_11    min eig S  lowest level(Ha)")
us = None
for cutoff in (1.0, 1.4, 1.7, 2.0):
    trial = build(cutoff)
    levels = np.array([np.nan, np.nan])
    if trial.S_min > 0:
        D_sym = 0.5 * (trial.D_ref + trial.D_ref.T)
        H_trial = (radial_hamiltonian(2, trial.V_loc)
                   + trial.beta @ D_sym @ trial.beta.T)
        levels = eigh(H_trial, trial.S, eigvals_only=True)[:2]
    print("  %.1f       %8.5f  %8.5f   %.6f"
          % (cutoff, trial.q[0, 0], trial.S_min, levels[0]))
    if np.all(abs(levels - eps) < 1e-6):
        us = trial
assert us is not None, "no dataset with positive S and correct lowest levels"

outside = r > us.cutoff - 1e-9
assert np.max(abs(us.chi[outside])) < 1e-6 * np.max(abs(us.chi))
assert abs(us.B[0, 1] - us.B[1, 0]) > 1e-4      # B alone is not symmetric
assert abs(us.D_ref[0, 1] - us.D_ref[1, 0]) < 1e-7
D_ref = 0.5 * (us.D_ref + us.D_ref.T)
D0 = D_ref - np.einsum("k,kij->ij", us.V_loc, us.Q)
V_ion = us.V_loc - hartree_exchange(charge)[0]


def screened(potential):
    return D0 + np.einsum("k,kij->ij", potential, us.Q)


def pseudo_hamiltonian(potential, D):
    return radial_hamiltonian(2, potential) + us.beta @ D @ us.beta.T


def pseudo_charge(orbitals, occupations):
    f = np.asarray(occupations, dtype=float)
    c = us.beta.T @ orbitals
    return orbitals**2 @ f + np.einsum("kij,ij->k", us.Q, (c * f) @ c.T)


H_bare = pseudo_hamiltonian(0 * r, D0)


def pseudo_energy(orbitals, occupations):
    bare = np.sum(orbitals * (H_bare @ orbitals), axis=0) @ np.asarray(occupations)
    n = pseudo_charge(orbitals, occupations)
    return bare + V_ion @ n + hartree_exchange(frozen + n)[1]


# reference state: density and norm are those of the all-electron 3d wave
ref_levels, ref_states = eigh(pseudo_hamiltonian(us.V_loc, D_ref), us.S)
assert np.max(abs(pseudo_charge(ref_states[:, :1], [1.0]) - charge_3d)) < 1e-6
smooth_norm = us.smooth[:, 0] @ us.smooth[:, 0]
T_d = radial_hamiltonian(2, 0 * r)
T_ae = waves[:, 0] @ T_d @ waves[:, 0]
T_smooth = us.smooth[:, 0] @ T_d @ us.smooth[:, 0] / smooth_norm

# ---- functional derivative against finite differences of the energy ----
bump = root_w * r**3 * np.exp(-r**2)
trial = us.smooth.copy()
trial[:, 0] += 0.1 * bump
occ = [6.0, 2.0]


def shifted_energy(t):
    moved = trial.copy()
    moved[:, 0] += t * bump
    return pseudo_energy(moved, occ)


t = 1e-3
slope_fd = (8 * (shifted_energy(t) - shifted_energy(-t))
            - shifted_energy(2 * t) + shifted_energy(-2 * t)) / (12 * t)
V_trial = V_ion + hartree_exchange(frozen + pseudo_charge(trial, occ))[0]
slope = 2 * occ[0] * bump @ pseudo_hamiltonian(V_trial, screened(V_trial)) @ trial[:, 0]
slope_fixed = 2 * occ[0] * bump @ pseudo_hamiltonian(V_trial, D_ref) @ trial[:, 0]
assert abs(slope - slope_fd) < 1e-6 * max(1, abs(slope))
assert abs(slope_fixed - slope_fd) > 1e-3


# ---- self-consistent 3d shell with a changed electron number ----
def self_consistent(solve, external, potential, number):
    for _ in range(300):
        level, orbital, unit_charge = solve(potential)
        new = external + hartree_exchange(frozen + number * unit_charge)[0]
        if np.max(abs(new - potential)) < 1e-7:
            return level, orbital, potential
        potential = potential + 0.3 * (new - potential)
    raise AssertionError("3d shell not converged")


def solve_ae(potential):
    e, c = eigh(radial_hamiltonian(2, potential), subset_by_index=[0, 0])
    return e[0], c, c[:, 0]**2


def solve_us(potential):
    e, c = eigh(pseudo_hamiltonian(potential, screened(potential)), us.S,
                subset_by_index=[0, 0])
    return e[0], c, pseudo_charge(c, [1.0])


N_ION = N_D - 1
level_ae, _, _ = self_consistent(solve_ae, -Z / r, V_ae, N_ION)
level_us, _, V_us = self_consistent(solve_us, V_ion, us.V_loc, N_ION)
D_ion = screened(V_us)
level_fixed = eigh(pseudo_hamiltonian(V_us, D_ref), us.S, eigvals_only=True)[0]
error_us, error_fixed = level_us - level_ae, level_fixed - level_ae
assert abs(error_us) < 0.05 * abs(error_fixed)

# eigenvalue = derivative of the total energy with respect to occupation
dn = 0.01
E_side = [pseudo_energy(self_consistent(solve_us, V_ion, V_us, n)[1], [n])
          for n in (N_ION - dn, N_ION + dn)]
dE_dn = (E_side[1] - E_side[0]) / (2 * dn)
assert abs(dE_dn - level_us) < 1e-5

# ---- direct constrained minimization in a five-function subspace ----
basis, _ = np.linalg.qr(ref_states[:, :5])


def normalized(c):
    v = basis @ c
    return v / np.sqrt(v @ us.S @ v)


start = basis.T @ ref_states[:, 0] + 0.05
best = minimize(lambda c: pseudo_energy(normalized(c)[:, None], [N_ION]), start,
                method="BFGS", jac="3-point", options={"gtol": 1e-6})
v_min = normalized(best.x)
V_min = V_ion + hartree_exchange(frozen + pseudo_charge(v_min[:, None], [N_ION]))[0]
H_sub = basis.T @ pseudo_hamiltonian(V_min, screened(V_min)) @ basis
S_sub = basis.T @ us.S @ basis
e_general, c_general = eigh(H_sub, S_sub)
e_plain = eigh(H_sub, eigvals_only=True)
overlap = abs(v_min @ us.S @ basis @ c_general[:, 0])
assert 1 - overlap < 1e-7
assert abs(e_plain[0] - e_general[0]) > 0.01    # the metric S matters

# ---- order of the error for a small change of potential ----
dV = (hartree_exchange(frozen + N_ION * charge_3d)[0]
      - hartree_exchange(frozen + N_D * charge_3d)[0])


def shift_errors(strength):
    V = us.V_loc + strength * dV
    ae = solve_ae(V_ae + strength * dV)[0] - solve_ae(V_ae)[0]
    good = solve_us(V)[0] - ref_levels[0]
    fixed = eigh(pseudo_hamiltonian(V, D_ref), us.S, eigvals_only=True)[0] - ref_levels[0]
    return good - ae, fixed - ae


big, small = shift_errors(0.04), shift_errors(0.02)
ratio_us, ratio_fixed = big[0] / small[0], big[1] / small[1]
assert 3.3 < ratio_us < 4.8                     # second order: factor near 4
assert 1.8 < ratio_fixed < 2.2                  # first order: factor near 2


def show(name, m, unit=""):
    print("%-8s 11, 12, 21, 22:  %.6f  %.6f  %.6f  %.6f %s"
          % (name, m[0, 0], m[0, 1], m[1, 0], m[1, 1], unit))


print("cutoff used                      %.1f bohr" % us.cutoff)
print("norm of smooth 3d wave           %.6f" % smooth_norm)
print("mean kinetic energy of 3d wave   %.4f Ha" % T_ae)
print("same, smooth wave, per unit norm %.4f Ha" % T_smooth)
show("B", us.B, "Ha")
show("q", us.q)
show("D (ref)", D_ref, "Ha")
show("int V Q", D_ref - D0, "Ha")
show("D0", D0, "Ha")
print("Energy slope along a trial change of one orbital:")
print("  finite difference              %.8f Ha" % slope_fd)
print("  formula, screened D            %.8f Ha" % slope)
print("  formula, D kept at reference   %.8f Ha" % slope_fixed)
print("One 3d electron removed (3d7, other shells frozen):")
show("D (3d7)", D_ion, "Ha")
print("  3d level, all-electron         %.6f Ha" % level_ae)
print("  3d level, ultrasoft            %.6f Ha" % level_us)
print("  3d level, D kept at reference  %.6f Ha" % level_fixed)
print("  level shift, all-electron      %.6f Ha = %.4f eV"
      % (level_ae - eps[0], (level_ae - eps[0]) * EV))
print("  error, screened D              %.6f Ha = %.4f eV" % (error_us, error_us * EV))
print("  error, D kept at reference     %.6f Ha = %.4f eV"
      % (error_fixed, error_fixed * EV))
print("  dE/df by finite difference     %.6f Ha" % dE_dn)
print("Direct minimization, five functions, 3d7:")
print("  1 - overlap with eigenvector   %.1e" % (1 - overlap))
print("  lowest level with S            %.6f Ha" % e_general[0])
print("  lowest level with S set to 1   %.6f Ha" % e_plain[0])
print("Level-shift error at potential strength 0.04 and 0.02:")
print("  screened D      %.3e  %.3e Ha, ratio %.3f" % (big[0], small[0], ratio_us))
print("  D at reference  %.3e  %.3e Ha, ratio %.3f" % (big[1], small[1], ratio_fixed))
print("verified")
```

It prints:

```
Ni atom 3d8 4s2, exchange-only LDA, sphere radius 12.0 bohr
all-electron total energy        -1503.14803 Ha
virial ratio E/T                 -0.99999975
reference d levels               -0.299469  0.081397 Ha
cutoff(bohr)  q_11    min eig S  lowest level(Ha)
  1.0        0.31381   0.93293   -0.299469
  1.4        0.55894   0.94416   -0.299469
  1.7        0.69386   0.95579   -0.299469
  2.0        0.78973   0.96828   -0.299469
cutoff used                      2.0 bohr
norm of smooth 3d wave           0.210274
mean kinetic energy of 3d wave   9.0230 Ha
same, smooth wave, per unit norm 1.7101 Ha
B        11, 12, 21, 22:  -0.261593  -0.022732  0.002719  0.000240 Ha
q        11, 12, 21, 22:  0.789726  0.066826  0.066826  0.005610 
D (ref)  11, 12, 21, 22:  -0.498092  -0.017293  -0.017293  0.000697 Ha
int V Q  11, 12, 21, 22:  -0.992741  -0.084973  -0.084973  -0.007229 Ha
D0       11, 12, 21, 22:  0.494650  0.067680  0.067680  0.007925 Ha
Energy slope along a trial change of one orbital:
  finite difference              14.79868120 Ha
  formula, screened D            14.79868120 Ha
  formula, D kept at reference   -5.82470136 Ha
One 3d electron removed (3d7, other shells frozen):
D (3d7)  11, 12, 21, 22:  -1.054868  -0.065053  -0.065053  -0.003377 Ha
  3d level, all-electron         -0.954752 Ha
  3d level, ultrasoft            -0.968105 Ha
  3d level, D kept at reference  -0.428978 Ha
  level shift, all-electron      -0.655283 Ha = -17.8312 eV
  error, screened D              -0.013353 Ha = -0.3634 eV
  error, D kept at reference     0.525774 Ha = 14.3070 eV
  dE/df by finite difference     -0.968108 Ha
Direct minimization, five functions, 3d7:
  1 - overlap with eigenvector   1.9e-14
  lowest level with S            -1.029002 Ha
  lowest level with S set to 1   -7.843247 Ha
Level-shift error at potential strength 0.04 and 0.02:
  screened D      9.556e-06  2.378e-06 Ha, ratio 4.019
  D at reference  3.207e-02  1.602e-02 Ha, ratio 2.002
verified
```
